# Why double integration over several linewidths undercounts spins in Lorentzian lines

Let the magnetic field $B$ be swept through a single EPR line centred at $B_0$. The natural variable is the offset in Zeeman energy,

$$x=g\mu_B(B-B_0)=\tfrac12\,g\,(B-B_0),$$

where the second form holds in atomic units, in which $\mu_B=1/2$. Numerical energies are given in eV; no length enters the problem. The absorption $A(x)$ is normalized to unit area, so that the value 1 stands for all the spins. This presumes an unsaturated line and fixed measuring conditions, temperature included, so that the area is proportional to the number of spins. For a Lorentzian line with half width at half maximum $\Gamma$,

$$A(x)=\frac1\pi\,\frac{\Gamma}{x^2+\Gamma^2}.$$

The scan runs from $-W$ to $W$, centred on the line, with total width $S=2W$. The dimensionless half scan is $w=W/\Gamma$.

A continuous-wave spectrometer modulates the field and detects the component of the absorption that oscillates at the modulation frequency. The modulation is taken to be slow, $\hbar\omega_m\ll\Gamma$, so that the absorption follows the field at each instant; for the line used below and 100 kHz modulation, $\hbar\omega_m/\Gamma\approx0.05$. With energy amplitude $a$ and phase $\theta$,

$$A(x+a\cos\theta)\approx A(x)+a\cos\theta\,A'(x)+\tfrac12a^2\cos^2\theta\,A''(x).$$

The first term is constant and the third contains only a constant and a second harmonic. The first harmonic is therefore $aA'(x)$, to leading order in $a$. Divided by $a$, the record is

$$A'(x)=-\frac{2\Gamma}{\pi}\,\frac{x}{(x^2+\Gamma^2)^2}.$$

Its extremes lie where its own derivative vanishes:

$$A''(x)=-\frac{2\Gamma}{\pi}\,\frac{(x^2+\Gamma^2)-4x^2}{(x^2+\Gamma^2)^3}=\frac{2\Gamma}{\pi}\,\frac{3x^2-\Gamma^2}{(x^2+\Gamma^2)^3}=0,$$

which gives $x=\pm\Gamma/\sqrt3$. The peak-to-peak width is $\Delta=2\Gamma/\sqrt3$. If the scan covers $n=S/\Delta$ such widths, then $n=\sqrt3\,w$, or $w=n/\sqrt3$.

## The belief and its appeal

The belief is this: integrate the derivative once to recover the absorption, integrate again to obtain its area, and a scan of several linewidths will count practically all the spins.

Two features of the record support it. First, the signal at the edge of the scan is small. The peak value is

$$|A'(\Gamma/\sqrt3)|=\frac{2\Gamma}{\pi}\,\frac{\Gamma/\sqrt3}{(4\Gamma^2/3)^2}=\frac{2}{\pi\Gamma^2}\,\frac{3\sqrt3}{16},$$

while the edge value is $|A'(W)|=\dfrac{2}{\pi\Gamma^2}\dfrac{w}{(1+w^2)^2}$. Their ratio,

$$\frac{|A'(W)|}{|A'|_{\max}}=\frac{16}{3\sqrt3}\,\frac{w}{(1+w^2)^2},$$

falls as $w^{-3}$ for large $w$. At $n=10$ it is 1.5 percent, and the line seems to be over.

Second, the first integral looks perfect. Started from zero at the left edge, it is

$$\int_{-W}^{x}A'(y)\,dy=A(x)-A(-W).$$

Because $A$ is even, this returns to zero at $x=W$. The return shows that the two ends of the absorption are equally high. It does not show that they are zero.

## What the double integral contains

The second integration gives

$$I=\int_{-W}^{W}\big[A(x)-A(-W)\big]dx=\int_{-W}^{W}A(x)\,dx-2W\,A(W).$$

The first term is the area inside the scan,

$$\int_{-W}^{W}\frac1\pi\frac{\Gamma}{x^2+\Gamma^2}\,dx=\frac1\pi\Big[\arctan\frac x\Gamma\Big]_{-W}^{W}=\frac2\pi\arctan w.$$

The second is a rectangle under the line, removed because the integration took the edge absorption for zero:

$$2W\,A(W)=\frac{2W}{\pi}\,\frac{\Gamma}{W^2+\Gamma^2}=\frac2\pi\,\frac{w}{1+w^2}.$$

The recovered fraction of the spins is therefore

$$F(w)=\frac2\pi\left[\arctan w-\frac{w}{1+w^2}\right].$$

Since $\pi/2-\arctan w=\arctan(1/w)$ for $w>0$, the loss is

$$1-F=\underbrace{\frac2\pi\arctan\frac1w}_{\text{wings}}+\underbrace{\frac2\pi\,\frac{w}{1+w^2}}_{\text{baseline}}.$$

The first part is absorption that was never scanned. The second was scanned and then thrown away. For a wide scan,

$$\arctan\frac1w=\frac1w-\frac1{3w^3}+\dots,\qquad \frac{w}{1+w^2}=\frac1w-\frac1{w^3}+\dots,$$

so the two parts become equal at leading order, and

$$1-F=\frac{4}{\pi w}-\frac{8}{3\pi w^3}+\dots\approx\frac{4\sqrt3}{\pi n}\approx\frac{2.2}{n}.$$

In the opposite limit, $\arctan w\approx w-w^3/3$ and $w/(1+w^2)\approx w-w^3$, so $F\approx 4w^3/(3\pi)$. A scan much narrower than the line recovers almost nothing: the window holds only a small part of the area, about $2w/\pi$, and the removed rectangle takes nearly all of that.

## Why a small edge signal is no guarantee

Integration by parts resolves the apparent conflict between a tiny edge signal and a large loss. The boundary term vanishes because the bracket $A(x)-A(W)$ is zero at both ends:

$$I=\Big[x\,\big(A(x)-A(W)\big)\Big]_{-W}^{W}-\int_{-W}^{W}x\,A'(x)\,dx=-\int_{-W}^{W}x\,A'(x)\,dx.$$

The double integral weights the signal by $-x$, whose magnitude is the distance from the centre. As $W\to\infty$ it tends to 1, so the missing part is

$$1-F=-2\int_W^\infty x\,A'(x)\,dx.$$

Far out, $A'\approx-2\Gamma/(\pi x^3)$. The weight $x$ turns this into $x^{-2}$, and

$$1-F\approx\frac{4\Gamma}{\pi}\int_W^\infty\frac{dx}{x^2}=\frac{4\Gamma}{\pi W},$$

in agreement with the expansion. For wide scans the edge signal falls as the inverse cube of the scan width, the loss only as the inverse.

## The numbers

Take $\Delta=1.0\times10^{-8}$ eV, which for the free-electron $g$ factor corresponds to 0.0863 mT. Then $\Gamma=\sqrt3\,\Delta/2=8.66\times10^{-9}$ eV. For a scan of $1.0\times10^{-7}$ eV, $n=10$ and $w=10/\sqrt3=5.77$, so

$$1-F=\frac2\pi\left[\arctan\frac1{5.77}+\frac{5.77}{1+5.77^2}\right]=0.109+0.107=0.216.$$

More than a fifth of the spins are missing from a record whose edge signal is 1.5 percent of its peak. Other scan widths give the following losses, in percent of all spins:

| $n$ | wings | baseline | total |
|---:|---:|---:|---:|
| 5 | 21.2 | 19.7 | 40.9 |
| 10 | 10.9 | 10.7 | 21.6 |
| 20 | 5.5 | 5.5 | 11.0 |
| 100 | 1.1 | 1.1 | 2.2 |

The totals come from a simulated modulated record, integrated twice numerically; they agree with $1-F(w)$ within $10^{-4}$ of the full area. The wings come from numerical integration of the absorption outside the scan, and the baseline part is the total less the wings. The numerical output lists further cases. To bring the loss down to 10 percent takes $n=22$, and to 1 percent $n\approx220$. The latter is a scan of $2.2\times10^{-6}$ eV, or 19 mT, for a line less than 0.1 mT wide.

## A tidy baseline can make it worse

Suppose the small remaining signals at the edges are taken for instrumental drift, and a straight line through the two end points is subtracted from the derivative. The end values are $+s$ at $-W$ and $-s$ at $W$, with

$$s=\frac{2\Gamma}{\pi}\,\frac{W}{(W^2+\Gamma^2)^2}.$$

The line is $-sx/W$, and subtracting it adds $+sx/W$ to the record. The first integral of this addition is

$$\int_{-W}^{x}\frac{s\,y}{W}\,dy=\frac{s}{2W}\,(x^2-W^2),$$

which is negative inside the scan. The second integral is

$$\frac{s}{2W}\left(\frac{2W^3}{3}-2W^3\right)=-\frac23\,sW^2=-\frac{4}{3\pi}\,\frac{w^3}{(1+w^2)^2}.$$

For large $w$ this is a further loss of $4/(3\pi w)$, which raises the total to $16/(3\pi w)$, one third more than before. At $n=10$ the loss grows from 21.6 to 28.6 percent. The procedure has removed real signal.

Genuine drift cannot simply be ignored either. A constant offset $c$ in the derivative gives $c(x+W)$ after one integration and $2W^2c$ after two. This error grows as the square of the scan width, while the truncation loss of a wide scan falls only as its inverse. Widening the scan is thus a remedy only as far as the stability of the baseline allows.

## Where the belief is right

The result belongs to the Lorentzian shape, and in particular to its $x^{-2}$ wings. A real motionally or exchange-narrowed line follows that shape only out to offsets of order $\hbar/\tau_c$, with $\tau_c$ the correlation time, and falls faster beyond. The losses above hold for such a line only when $W\ll\hbar/\tau_c$; otherwise they are overestimates. For a Gaussian,

$$A(x)=\frac{1}{\sigma\sqrt{2\pi}}\,e^{-x^2/2\sigma^2},\qquad A''(x)=\frac{1}{\sigma^2}\left(\frac{x^2}{\sigma^2}-1\right)A(x),$$

so the extremes of the derivative lie at $\pm\sigma$. Hence $\Delta=2\sigma$ and $W/\sigma=n$. The same two terms, the area inside the scan minus the rectangle, give

$$F_G=\operatorname{erf}\!\left(\frac{n}{\sqrt2}\right)-n\sqrt{\frac2\pi}\;e^{-n^2/2}.$$

The loss is 26 percent at $n=2$, 2.9 percent at $n=3$, and 0.0015 percent at $n=5$. Here several linewidths do suffice. At $n=5$ a Lorentzian of the same peak-to-peak width loses 41 percent.

A further case is a line made of Lorentzian packets of half width $\Gamma_L$ whose centres are spread over a limited range. At distances from the centre that are large compared with both that range and $\Gamma_L$, every packet contributes nearly the same tail, and the total is $A\approx\Gamma_L/(\pi x^2)$. The leading loss is then $4\Gamma_L/(\pi W)$. It is set by the packet width $\Gamma_L$, not by the width of the whole line, so the observed $\Delta$ alone does not determine it.

## Correcting the count

If the line is known to be Lorentzian out to well beyond the scan edges, the scan is centred on it, the modulation amplitude $a$ and the modulation quantum $\hbar\omega_m$ are both much smaller than $\Gamma$ (either one broadens the width read from the record) and the baseline is free of drift, the remedy is to read $\Delta$ from the record, form $w=S/(\sqrt3\,\Delta)$, and divide the raw double integral by $F(w)$. This applies to the raw integral, without the end-point line. For a wide scan, an error in $\Delta$ enters weakly: at leading order the loss is proportional to $\Delta$, so a small relative error $\delta$ in the width causes a relative change of about $\delta\,(1-F)/F$ in the corrected count. At $n=10$ this is roughly $0.3\,\delta$.

Comparison with a standard does not remove the problem by itself. The factors $F$ cancel in the ratio if both lines have the same shape and the same $n$; a common scan width is not enough. Let a sample with $\Delta=1.0\times10^{-8}$ eV and a standard with half that width contain equal numbers of spins, and scan both, under the same measuring conditions, over $1.0\times10^{-7}$ eV. The sample has $n=10$ and $F=0.784$; the standard has $n=20$ and $F=0.890$. The raw ratio is

$$\frac{0.7838}{0.8903}=0.880,$$

so the sample appears to hold 12 percent fewer spins than the standard, although the numbers are equal. Dividing each double integral by its own $F$, with the widths read from the simulated records, restores the ratio to 1.000.

## Computed results

```
peak-to-peak width Delta = 1.000e-08 eV
Lorentzian half width Gamma = 8.660e-09 eV
Gaussian standard deviation = 5.000e-09 eV
modulation amplitude = 1.000e-10 eV
Losses in percent of all spins, from the simulated records:
n=S/Delta  S (eV)     wings  baseline  total  with end line
    3    3.00e-08   33.33   27.57   60.90   74.68
    5    5.00e-08   21.23   19.69   40.92   52.64
   10    1.00e-07   10.92   10.71   21.62   28.55
   20    2.00e-07    5.50    5.47   10.97   14.59
   50    5.00e-07    2.20    2.20    4.41    5.87
  100    1.00e-06    1.10    1.10    2.20    2.94
  200    2.00e-06    0.55    0.55    1.10    1.47
loss times n at n=200: 2.2052
limit 4 sqrt(3)/pi = 2.2053
with end line, loss times n at n=200: 2.9402
limit 16 sqrt(3)/(3 pi) = 2.9404
n=10: edge signal / peak signal = 1.51 percent
n=10: spins lost = 21.62 percent
Gaussian line of the same peak-to-peak width:
n=2: loss = 26.1464 percent
n=3: loss = 2.9291 percent
n=4: loss = 0.1134 percent
n=5: loss = 0.0015 percent
Scan needed for a chosen Lorentzian loss:
loss 10 percent: n = 22.0, S = 2.196e-07 eV
loss 5 percent: n = 44.1, S = 4.406e-07 eV
loss 1 percent: n = 220.5, S = 2.205e-06 eV
free-electron g factor = 2.002319
Delta as a field = 0.0863 mT
scan for 1 percent loss = 19.03 mT
Comparison with a standard, common scan = 1.00e-07 eV:
sample: width read = 1.000e-08 eV, raw area = 0.7838, F = 0.7838
standard: width read = 5.000e-09 eV, raw area = 0.8903, F = 0.8903
raw spin ratio sample/standard = 0.8804
corrected spin ratio = 1.0000
```
